# Steady hydrogen coverage for two-site silane adsorption and first-order hydrogen loss, part 2

Silane strikes a growing silicon surface with flux $F$, in molecules per area and time. An adsorbing molecule needs two empty sites, taken to be statistically independent, and leaves one silicon atom in the film and four hydrogen atoms on the surface. Of the $N$ hydrogen sites per area, a fraction $\theta$ is filled and $u=1-\theta$ is empty. The sticking probability is $S=S_0u^2$, where $S_0$ is its bare-surface value. Hydrogen is lost at the rate $Nk\theta$ per area, where the first-order rate constant $k$ counts atoms, not molecules.

The coverage changes as follows, with a star marking steady values:

$$\frac{d\theta}{dt}=k[a(1-\theta)^2-\theta],\qquad \theta_*=\frac{s-1}{s+1}. \tag{22}$$

The steady coverage satisfies a quadratic whose two roots are reciprocals of each other. The root between zero and one is (2):

$$a\theta^2-(2a+1)\theta+a=0,\qquad a=\frac{4S_0F}{Nk}. \tag{1}$$

$$\theta=1-\frac{2}{1+s}=\frac{s-1}{s+1},\qquad s=\sqrt{1+4a}. \tag{2}$$

The steady empty fraction, also equal to $(s-1)/(2a)$, and the coverage can be computed from

$$u=\frac{s^2-1}{2a(s+1)}=\frac{4a}{2a(s+1)}=\frac{2}{1+s}, \tag{10}$$

$$\theta=\frac{4a}{(1+s)^2}. \tag{11}$$

For $a\ll1$,

$$\theta\approx a(1-2a)=a-2a^2. \tag{12}$$

The steady growth rate $G$, in silicon atoms per area and time, and its reaction order $n_F$ in silane flux are

$$G=SF=S_0Fu^2=\frac{Nk\theta}{4}, \tag{16}$$

$$n_F=\frac{d\ln\theta}{d\ln a}=\frac{1-\theta}{1+\theta}=\frac1s. \tag{18}$$

At large $a$, $G$ approaches the ceiling $Nk/4$.

These results neglect the sites held by partly decomposed silane fragments. If a fragment occupies one site and decomposes at rate $k_{\mathrm f}u$, this requires

$$k_{\mathrm f}\gg\frac{ak}{4s}. \tag{21}$$

### Approach to the steady state

The derivative of the right side of (22) with respect to $\theta$ is $-k[2a(1-\theta)+1]$. It is negative throughout $0\leq\theta\leq1$. The coverage therefore rises when it is below $\theta_*$ and falls when it is above. For a small deviation $\delta=\theta-\theta_*$,

$$\frac{d\delta}{dt}=-k(1+2au_*)\delta.$$

From $u_*=(s-1)/(2a)$ we have $1+2au_*=s$, so the relaxation time is

$$\tau=\frac{1}{ks}=\frac{1}{k\sqrt{1+4a}}. \tag{23}$$

A silane supply shortens the relaxation time below the value $1/k$ found without it, because a decrease in coverage also increases adsorption.

The whole transient can be solved. The second root of the quadratic is $1/\theta_*$, so

$$\frac{d\theta}{dt}=ka(\theta-\theta_*)\left(\theta-\frac1{\theta_*}\right).$$

Define $R=(\theta-\theta_*)/(\theta-1/\theta_*)$. Differentiating its logarithm gives

$$\frac{d\ln|R|}{dt}=\left[\frac{1}{\theta-\theta_*}-\frac{1}{\theta-1/\theta_*}\right]\frac{d\theta}{dt}=ka\left(\theta_*-\frac1{\theta_*}\right).$$

The roots differ by $s/a$, so the right side is $-ks$, and $R(t)=R(0)e^{-kst}$. Solving the definition of $R$ for $\theta$ gives

$$\theta(t)=\frac{\theta_*-R(t)/\theta_*}{1-R(t)}. \tag{24}$$

For an initially empty surface, $R(0)=\theta_*^2$. For an initially full one,

$$R(0)=\frac{1-\theta_*}{1-1/\theta_*}=-\theta_*.$$

With $E=e^{-kst}$, the two solutions are

$$\theta_{\mathrm{empty}}(t)=\frac{\theta_*(1-E)}{1-\theta_*^2E},\qquad
\theta_{\mathrm{full}}(t)=\frac{\theta_*+E}{1+\theta_*E}. \tag{25}$$

They apply to a flux that is switched on at $t=0$ and then held constant. Both approach the same steady state.

### A surface model with independent pairs

First-order loss needs a microscopic reason, since a hydrogen molecule contains two atoms. If single atoms were placed at random and had to meet before leaving, their loss would be proportional to $\theta^2$. With rate constant $k_2$ and $a_2=4S_0F/(Nk_2)$, the balance would be $a_2(1-\theta)^2=\theta^2$. Taking positive square roots gives $\theta=\sqrt{a_2}/(1+\sqrt{a_2})$, which differs from (2).

A model consistent with both laws consists of dimers, each with two hydrogen sites. Hydrogen is fully paired, so a dimer is either full or empty. This is an idealization. With a finite pairing energy $E_{\mathrm p}$ and inverse thermal energy $\beta$, the fractions $p_0$, $p_1$, $p_2$ of empty, singly and doubly occupied dimers obey $p_1^2/(p_0p_2)=4e^{-\beta E_{\mathrm p}}$ in equilibrium, and pairing is lost at low coverage. For the illustrative values $E_{\mathrm p}=0.25$ eV and 900 K, the paired share of the hydrogen is 0.88 at $\theta=0.667$ but only 0.45 at $\theta=0.054$. A loss proportional to $p_2$ then has a local order in $\theta$ of about 1.2 and 1.4, respectively. A full dimer loses one hydrogen molecule at rate $k$, which makes the loss first order. Silane needs one empty site on each of two different dimers. Because of the pairing, those two empty sites imply that both dimers are entirely empty, and the four hydrogen atoms of the molecule fill them. If the dimers are uncorrelated, the probability of finding both empty is $(1-\theta)^2$.

If the two required sites instead belonged to the same paired dimer, one empty site would guarantee the other. The reaction probability would be proportional to $1-\theta$. Keeping the same hydrogen count would give $a(1-\theta)=\theta$, and hence

$$\theta_{\mathrm{one}}=\frac{a}{1+a}. \tag{26}$$

Two empty sites are thus needed in both cases, but only the uncorrelated pair leads to (1). Equation (26) is used here as a comparison of rate laws. In this second case two of the four hydrogen atoms would have to find sites on another dimer.

### Finite number of dimers

Let a well-mixed surface contain $M$ dimers, $n$ of them full and $e=M-n$ empty. Any two different dimers may be struck together. The probability that both are empty is

$$P_{\mathrm{ee}}=\frac{e(e-1)}{M(M-1)}. \tag{27}$$

The system has $2M$ sites and area $2M/N$. Silane adsorption events therefore occur at rate

$$\frac{2M}{N}S_0FP_{\mathrm{ee}}=\frac{akM}{2}P_{\mathrm{ee}}.$$

Each event raises $n$ by two, while desorption lowers it by one at total rate $kn$. With brackets denoting an average, the mean coverage $\bar\theta=\langle n\rangle/M$ obeys

$$\frac{d\bar\theta}{dt}=k\left[a\langle P_{\mathrm{ee}}\rangle-\bar\theta\right]. \tag{28}$$

This relation does not yet assume independence. To express the pair probability through the mean coverage, let $v=e/M$, with mean $\bar v=1-\bar\theta$ and variance $V$. Since $\langle v^2\rangle=\bar v^2+V$,

$$\langle P_{\mathrm{ee}}\rangle=\frac{M(\bar v^2+V)-\bar v}{M-1}
=\bar v^2+\frac{MV-\bar v(1-\bar v)}{M-1}. \tag{29}$$

The second term is the finite-size correction to the independent product.

At large $M$ its size follows from the variance of $n$. Near the steady state, deviations of $n$ decay at rate $ks$. The random events create variance at a rate equal to the sum of each event rate times its squared jump. Adsorption contributes $4(akM/2)u_*^2=2kM\theta_*$, and desorption contributes $kM\theta_*$. In the steady state the decay of variance, $2ks\,\mathrm{Var}(n)$, balances the total $3kM\theta_*$. Division by $M^2$ gives

$$V\approx\frac{3\theta_*}{2sM}. \tag{30}$$

Let $C=3\theta_*/(2s)-u_*\theta_*$, so that the correction in (29) is $C/M$ at leading order. Linearizing the steady form of (28) about $\theta_*$ gives $s(\bar\theta-\theta_*)=aC/M$, and therefore

$$\bar\theta-\theta_*\approx\frac{aC}{sM}. \tag{31}$$

The correction vanishes as the well-mixed surface becomes large, and the quadratic is recovered.

### Correlated neighbours and hydrogen motion

Real adsorption is local, so mixing cannot be taken for granted. Consider a ring of $M$ dimers on which silane needs two neighbouring empty dimers. Each of the $M$ neighbouring pairs, when empty, is filled at rate $ak/2$. Equation (28) still holds, with $\langle P_{\mathrm{ee}}\rangle$ now the mean fraction of neighbouring pairs that are empty. In the steady state this fraction is $\bar\theta/a$. The deviation from independence can be expressed as

$$g=\frac{\langle P_{\mathrm{ee}}\rangle}{(1-\bar\theta)^2}=\frac{\bar\theta}{a(1-\bar\theta)^2}. \tag{32}$$

If $g$ is known, the quadratic can be used with $a$ replaced by $ag$. In general $g$ depends on $a$ and on hydrogen motion, so it is not a universal correction factor.

Without motion, an isolated empty dimer cannot accept silane until a neighbour desorbs. The limit $a\to\infty$ shows the consequence. Neighbouring empty dimers are then filled at once, so only isolated empty dimers remain. Desorption from a full dimer without empty neighbours adds one isolated empty dimer. If the desorbing dimer has one empty neighbour, the resulting pair is filled, and the number of empty dimers falls by one. If it has two, three empty dimers are formed and two are filled, which again lowers the original number by one.

Let $\epsilon$ be the mean empty fraction. In the steady state, the events that raise and lower the number of empty dimers must be equally frequent. Half of the full dimers, a fraction $(1-\epsilon)/2$ of all dimers, must therefore have at least one empty neighbour. Each empty dimer has two neighbours, so this fraction cannot exceed $2\epsilon$. Hence

$$\frac{1-\epsilon}{2}\leq2\epsilon,\qquad \epsilon\geq\frac15. \tag{33}$$

In this limit the immobile ring has a coverage of at most $4/5$, whereas the quadratic predicts full coverage.

Fast motion removes the correlation. Let a hydrogen pair hop from a full dimer to an empty neighbour, with equal forward and reverse rates. If hopping is much faster than adsorption and desorption, all arrangements with the same $n$ become equally likely. The probability that a chosen neighbouring pair is empty is then (27), as in the well-mixed system.

### Worked example

The following are round model parameters, not data for a particular substrate:

- $F=1.5\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$
- $S_0=1.0\times10^{-3}$
- $N=1.0\times10^{15}\ \mathrm{cm^{-2}}$
- $k=1.0\ \mathrm{s^{-1}}$

The supply-to-loss ratio is

$$a=\frac{4(1.0\times10^{-3})(1.5\times10^{18})}{(1.0\times10^{15})(1.0)}=6.0.$$

Thus $s=\sqrt{25}=5$. The roots are $4/6=0.667$ and its reciprocal, $1.500$; the first is the coverage. The empty fraction is $0.333$, and the sticking probability is

$$S=(1.0\times10^{-3})(0.333)^2=1.11\times10^{-4}.$$

The surface gains and loses $6.67\times10^{14}$ hydrogen atoms $\mathrm{cm^{-2}\,s^{-1}}$. Dividing by four gives the growth rate, $G=1.67\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$. The ceiling is $Nk/4=2.50\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$, so growth runs at two thirds of it. The reaction order is $1/5=0.20$, and the relaxation time is $1/(5k)=0.20\ \mathrm s$.

Changing only the flux gives the following values from (10), (11), (16) and (18):

| $a$ | $\theta$ | $S/S_0$ | Order | $G$ ($\mathrm{cm^{-2}\,s^{-1}}$) |
|---:|---:|---:|---:|---:|
| 0.06 | 0.054 | 0.895 | 0.898 | $1.34\times10^{13}$ |
| 0.60 | 0.297 | 0.495 | 0.542 | $7.42\times10^{13}$ |
| 6.00 | 0.667 | 0.111 | 0.200 | $1.67\times10^{14}$ |
| 60.0 | 0.879 | 0.015 | 0.064 | $2.20\times10^{14}$ |
| 600 | 0.960 | 0.0016 | 0.020 | $2.40\times10^{14}$ |

A hundredfold increase in flux from the example raises growth by a factor of only $2.40/1.67=1.44$. At $a=600$, growth is still 4% below its ceiling. The one-site law (26) would give a coverage of 0.998 there, and 0.857 at $a=6$. Whether the two required sites lie on different, uncorrelated dimers or on the same paired dimer therefore changes both the coverage and the approach to saturation.

### Size of the correlation error

For the well-mixed dimers, the stationary probabilities of all values of $n$ follow from a set of linear equations that balance the transitions into and out of each state. Their numerical solution for $M=400$ and $a=6$ gives $\bar\theta=0.66660$, compared with $0.66667$ from the quadratic. Equation (31) explains the difference. Here $C=0.200-0.222=-0.022$, and the predicted shift is $6(-0.022)/(5\times400)\approx-0.00007$.

The same method can be applied to a ring of ten dimers by treating each of its $2^{10}$ arrangements as a state. For $a=6$, immobile hydrogen gives a coverage of 0.636. The well-mixed system of the same size gives 0.664. For $a=100$, the corresponding values are 0.756 and 0.892, while the infinite well-mixed surface has 0.905. Most of the discrepancy at $a=100$ therefore comes from correlation and not from the small number of dimers. An immobile ring of eight dimers also gives 0.756 at $a=100$, so the result changes little between these two sizes.

The factor $g$ shows the size and sign of the correlation. At small $a$ it exceeds one on the immobile ring, because adsorption leaves full dimers side by side. Neighbouring full pairs form at rate $ak/2$ and decay at rate $2k$, so their fraction is about $a/4$, and (12) becomes $\bar\theta\approx a-\frac74a^2$. At $a=0.6$ one finds $g\approx1.05$ and a coverage of 0.305, above the 0.297 of the quadratic. The factor passes through one near $a=2$, and at larger $a$ empty neighbours are depleted. For the immobile ring at $a=100$,

$$g=\frac{0.756}{100(1-0.756)^2}\approx0.13.$$

Neighbouring empty pairs are thus about one eighth as frequent as the independent product predicts. When hydrogen pairs hop at rate $10^5k$, the ten-dimer coverages become 0.664 at $a=6$ and 0.892 at $a=100$, equal to the well-mixed values at this precision. For these rings, rapid motion restores the well-mixed pair probability (27); the remaining difference from the quadratic is the finite-size correction.

### Use in a calculation

For given $S_0$, $F$, $N$ and $k$, with $k>0$, the calculation proceeds as follows:

1. Compute $a=4S_0F/(Nk)$ in consistent units, and then $s=\sqrt{1+4a}$.
2. Compute $u=2/(1+s)$ and $\theta=4a/(1+s)^2$.
3. Obtain the sticking probability from $S=S_0u^2$ and the growth rate from $G=SF$.
4. Compare the time over which the flux or temperature changes with $\tau=1/(ks)$. If the change is not slow on this scale, integrate (22) instead of using the steady coverage.

The result should be used as a mean-field rate law. Two of its assumptions become harder to meet as $a$ rises: the rapid decomposition of fragments, for which (21) gives an estimate, and the absence of correlations between the sites. At low coverage the second matters little, because almost all pairs are empty anyway; on the immobile ring it raises the coverage by about 1% at $a=0.06$ and 3% at $a=0.6$. A different assumption is at risk there: if first-order loss rests on hydrogen pairing, it weakens at low coverage and high temperature, where pairing is incomplete. At higher coverage it relies on hydrogen rearranging quickly, in competition with both desorption at rate $k$ and the filling of an available empty pair. In the ring model the latter rate is $ak/2$, so a hopping rate that suffices at low flux may not suffice at high flux.
